# Sheng's fluctuation-induced tunnelling law in granular oxides: two derivations and limits: verification in Python

```python
# Result under test: in a classical-field model of a small tunnel junction,
# the conductance exponent is T1/(T+T0), for T below Tc = V0/(k b).
# Barrier above the Fermi level: 4 V0 u (1-u), u = x/w; gap w, area A.
# C: capacitance; eps = e V/(4 V0): reduced voltage; b: action at zero voltage.
# k T1 = 8 C V0^2/e^2, T0 = T1/b, charging energy Ec = e^2/(2 C).
# Model: V is Gaussian with variance kT/C and is unchanged by the electron.
# Energies are in eV, lengths in nm, temperatures in K unless stated.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import expit

kB = sc.k / sc.e
V0, w, area, mass, kappa = 0.10, 5.0, 20.0, 0.30, 9.0
density = 0.5                    # carriers per nm^3
resistivity, grain_length = 5e-6, 20.0   # ohm m, nm


def junction(height, gap, face, m_rel, permittivity):
    cap = sc.epsilon_0 * permittivity * face * 1e-9 / gap
    h2m = sc.hbar**2 / (2 * m_rel * sc.m_e) / sc.e * 1e18
    action0 = np.pi / 2 * gap * np.sqrt(height / h2m)
    t1 = 8 * (cap / sc.e) * height**2 / kB
    return cap, h2m, action0, t1, t1 / action0, height / (kB * action0)


C, h2m, b, T1, T0, Tc = junction(V0, w, area, mass, kappa)
Ec = sc.e / (2 * C)
EF = h2m * (3 * np.pi**2 * density)**(2 / 3)


def sheng_exponent(T):
    return T1 / (T + T0)


# Semiclassical action from quadrature of the tilted barrier.
def action_by_quadrature(eps, E):
    centre = (1 - eps) / 2
    half = np.sqrt((1 - eps)**2 - E / V0) / 2

    def wave_number(u):
        return np.sqrt(max(4 * V0 * u * (1 - eps - u) - E, 0) / h2m)
    return 2 * w * quad(wave_number, centre - half, centre + half)[0]


# Transmission from the Schroedinger equation; the parabola continues
# smoothly down to the band bottoms of the two grains.
def schroedinger_transmission(eps, E):
    h = 0.005
    centre = w * (1 - eps) / 2
    x = np.arange(centre - 12, centre + 12, h)
    parabola = V0 * (1 - eps)**2 - 4 * V0 * ((x - centre) / w)**2
    floor = np.where(x < centre, -EF, -EF - 4 * V0 * eps)
    factor = 2 + h**2 * (np.maximum(parabola, floor) - E) / h2m
    k_left = np.sqrt((E + EF) / h2m)
    k_right = np.sqrt((E + EF + 4 * V0 * eps) / h2m)
    after, here = 1.0 + 0j, np.exp(-1j * k_right * h)
    for n in range(len(x) - 2, 0, -1):
        after, here = here, factor[n] * here - after
    incoming = (after - here * np.exp(-1j * k_left * h))
    incoming /= 2j * np.sin(k_left * h)
    return k_right / k_left / abs(incoming)**2


worst_transmission = 0.0
for eps, E in [(0, 0), (0.3, 0), (0.2, 0.03), (0.4, 0.01)]:
    S = b * ((1 - eps)**2 - E / V0)
    assert abs(action_by_quadrature(eps, E) - S) < 1e-5 * b
    error = abs(np.log(schroedinger_transmission(eps, E) * (1 + np.exp(S))))
    worst_transmission = max(worst_transmission, error)
# Weak reflection where the parabola meets the band bottoms sets the tolerance.
assert worst_transmission < 0.15


# Conductance per channel in 2e^2/h: average the current over the voltage
# noise at a small added bias of either sign, then take the slope.
def conductance_by_integration(T, uniform):
    eps = np.arange(-650, 651)[:, None] * 0.002
    E = np.arange(-900, 1401)[None, :] * 0.001
    top = (1 - eps)**2
    if uniform:
        top = np.where(eps > 1, 0, np.where(eps < -1, -4 * eps, top))
    S = b * (top - E / V0)
    transmission = expit(-S) if uniform else np.exp(-S)
    window = expit(-E / (kB * T)) - expit(-(E + 4 * V0 * eps) / (kB * T))
    current = (transmission * window).sum(axis=1) * 0.001
    bias, a = 5e-4, T1 / T
    grid = eps[:, 0]
    weight = np.exp(-a * (grid - bias)**2) - np.exp(-a * (grid + bias)**2)
    slope = (current * weight).sum() * 0.002 * np.sqrt(a / np.pi)
    return slope / (2 * bias) / (4 * V0)


def conductance_closed(T):
    angle = np.pi * T / Tc
    prefactor = angle / np.sin(angle) * (T0 / (T + T0))**1.5
    return prefactor * np.exp(-sheng_exponent(T))


for T in (10, 25, 50, 75, 100):
    ratio = conductance_by_integration(T, False) / conductance_closed(T)
    assert abs(ratio - 1) < 2e-3
temperatures = (10, 25, 50, 75, 100, 150)
uniform_G = {T: conductance_by_integration(T, True) for T in temperatures}
for T in (10, 25, 50):
    # The closed form omits saturation of the transmission near the top.
    assert abs(uniform_G[T] / conductance_closed(T) - 1) < 0.05


# Least total exponent over voltage and electron energy. The offset is the
# reduced voltage lost to charging when the junction is not recharged.
def least_exponent(T, offset):
    drop = np.linspace(-1, 1, 2001)[:, None]
    E = np.linspace(-0.1, 0.3, 801)[None, :]
    noise = C * (4 * V0 * (drop + offset))**2 / (2 * sc.e * kB * T)
    occupied = np.maximum(E, 0) / (kB * T)
    empty = np.maximum(-(E + 4 * V0 * drop), 0) / (kB * T)
    tunnel = b * np.maximum((1 - drop)**2 - E / V0, 0)
    return (noise + occupied + empty + tunnel).min()


Ea = kB * T1 * V0 / (kB * T1 + V0)
for T in (50, 100, 150):
    assert abs(least_exponent(T, 0) - sheng_exponent(T)) < 0.005
for T in (250, 400):
    # Energy spacing of the grid sets this tolerance.
    assert abs(least_exponent(T, 0) - Ea / (kB * T)) < 0.02
isolated = {T: least_exponent(T, Ec / (4 * V0)) for T in (50, 100)}
for T in isolated:
    assert abs(isolated[T] - (b + Ec / (4 * kB * T))) < 0.01


# A rectangular barrier of the same height and width, Fermi-level tunnelling.
v = np.linspace(0.01, 4, 2000)
u = (np.arange(2000) + 0.5) / 2000
root = np.sqrt(np.maximum(1 - v[:, None] * u[None, :], 0)).mean(axis=1)
rectangle_action = 2 * w * np.sqrt(V0 / h2m) * root


def rectangle_exponent(T):
    cost = C * (v * V0)**2 / (2 * sc.e * kB * T) + rectangle_action
    place = cost.argmin()
    return cost[place], v[place]


rect60, v60 = rectangle_exponent(60)
rect90, v90 = rectangle_exponent(90)
rect_slope = np.log(rect90 / rect60) / np.log(90 / 60)
sheng_slope = np.log(sheng_exponent(90) / sheng_exponent(60)) / np.log(1.5)
assert v60 > 1 and abs(rect_slope + 1 / 3) < 0.005
assert abs(sheng_slope + 1 / 3) > 0.05


# Bound on the exponent reduction below Tc, for random junctions.
rng = np.random.default_rng(4)
trial = np.linspace(0, 1, 4001)
largest_fraction = 0.0
for _ in range(300):
    height, gap = rng.uniform(0.05, 0.5), rng.uniform(2, 8)
    face, m_rel = 10**rng.uniform(0.7, 3.3), rng.uniform(0.2, 0.5)
    cap, _, act, _, _, limit = junction(height, gap, face, m_rel, 9.0)
    T = limit * rng.uniform(0.1, 1)
    noise = cap * (4 * height * trial)**2 / (2 * sc.e * kB * T)
    reduction = act - (noise + act * (1 - trial)**2).min()
    bound = (T / limit)**2 * sc.e / (2 * cap) / (4 * kB * T)
    largest_fraction = max(largest_fraction, reduction / bound)
assert largest_fraction <= 1 + 1e-6


# Thermal part of the voltage variance of a series RC circuit, relative to
# kT/C; z = hbar/(R C k T). Zero-point noise is not included.
def thermal_fraction(z):
    def planck(theta):
        x = min(z * np.tan(theta), 500)
        return x / np.expm1(x) if x > 1e-12 else 1.0
    cut = np.arctan(10 / z)
    total = quad(planck, 0, cut, limit=200)[0]
    total += quad(planck, cut, np.pi / 2, limit=200)[0]
    return 2 / np.pi * total


assert abs(thermal_fraction(1e-3) - 1) < 0.01
assert abs(thermal_fraction(300) * 3 * 300 / np.pi - 1) < 0.01
T = 100
R_series = resistivity * grain_length * 1e-9 / (area * 1e-18)
R_classical = sc.hbar / (sc.k * T * C)
R_quantum = sc.h / sc.e**2
assert abs(R_classical / R_quantum - Ec / (np.pi * kB * T)) < 1e-9
fraction = thermal_fraction(R_classical / R_series)
assert fraction < 0.1
best = T / (T + T0)

print(f"barrier height V0 = {V0:.2f} eV, gap w = {w:.1f} nm")
print(f"area A = {area:.0f} nm^2, relative permittivity = {kappa:.0f}")
print(f"carrier mass = {mass:.2f} electron masses")
print(f"carrier density = {density * 1e21:.1e} cm^-3")
print(f"capacitance C = {C * 1e18:.4f} aF")
print(f"decay constant chi = {np.sqrt(V0 / h2m):.4f} nm^-1")
print(f"zero-voltage action b = {b:.3f}")
print(f"T1 = {T1:.1f} K, k T1 = {kB * T1:.4f} eV")
print(f"T0 = {T0:.1f} K")
print(f"crossover Tc = {Tc:.1f} K, T0/Tc = {T0 / Tc:.3f}")
print(f"activation energy above Tc, Ea = {Ea:.4f} eV")
print("conductance per channel, in units of 2e^2/h:")
print("T (K) | exponent | exp(-exponent) | closed form | uniform")
for t in temperatures:
    s = sheng_exponent(t)
    print(f"{t:4d} | {s:.3f} | {np.exp(-s):.3e} | "
          f"{conductance_closed(t):.3e} | {uniform_G[t]:.3e}")
print(f"zero-temperature value exp(-b) = {np.exp(-b):.3e}")
print(f"largest log error of uniform transmission = {worst_transmission:.3f}")
print("at 100 K:")
print(f"thermal energy kT = {kB * T * 1e3:.3f} meV")
print(f"classical rms voltage = {np.sqrt(sc.k * T / C) * 1e3:.1f} mV")
print(f"optimum eps = {best:.4f}, voltage = {4 * V0 * best * 1e3:.1f} mV")
print(f"optimum field = {4 * V0 * best / w * 10:.3f} MV/cm")
print(f"exponent reduction b - T1/(T+T0) = {b - sheng_exponent(T):.3f}")
print(f"uniform / closed conductance = "
      f"{uniform_G[T] / conductance_closed(T):.3f}")
print(f"charging energy Ec = {Ec:.4f} eV, Ec/kT = {Ec / (kB * T):.2f}")
print(f"exponent without recharging = {isolated[T]:.3f}")
print(f"reduction bound at Ec = pi kT: {np.pi / 4 * (T / Tc)**2:.3f}")
print(f"grain resistivity = {resistivity * 100:.1e} ohm cm")
print(f"grain column length = {grain_length:.0f} nm")
print(f"series resistance = {R_series / 1e3:.2f} kohm")
print(f"resistance hbar/(kTC) = {R_classical / 1e3:.1f} kohm")
print(f"resistance h/e^2 = {R_quantum / 1e3:.2f} kohm")
print(f"thermal variance / (kT/C) = {fraction:.4f}")
for gap in (4.5, 5.5):
    other = junction(V0, gap, area, mass, kappa)
    print(f"exponent for gap {gap:.1f} nm = {other[3] / (T + other[4]):.3f}")
print(f"Fermi energy = {EF:.3f} eV, EF/kT = {EF / (kB * T):.1f}")
print("rectangular barrier, 60 to 90 K:")
print(f"optimum eV/V0 = {v60:.3f} to {v90:.3f}")
print(f"log slope of exponent = {rect_slope:.4f}")
print(f"same slope for the parabola = {sheng_slope:.4f}")
print(f"largest reduction / bound in scan = {largest_fraction:.4f}")
print("every check passed")
```

Printed output:

```
barrier height V0 = 0.10 eV, gap w = 5.0 nm
area A = 20 nm^2, relative permittivity = 9
carrier mass = 0.30 electron masses
carrier density = 5.0e+20 cm^-3
capacitance C = 0.3188 aF
decay constant chi = 0.8874 nm^-1
zero-voltage action b = 6.969
T1 = 1847.0 K, k T1 = 0.1592 eV
T0 = 265.0 K
crossover Tc = 166.5 K, T0/Tc = 1.592
activation energy above Tc, Ea = 0.0614 eV
conductance per channel, in units of 2e^2/h:
T (K) | exponent | exp(-exponent) | closed form | uniform
  10 | 6.716 | 1.212e-03 | 1.153e-03 | 1.151e-03
  25 | 6.369 | 1.715e-03 | 1.555e-03 | 1.548e-03
  50 | 5.863 | 2.842e-03 | 2.556e-03 | 2.510e-03
  75 | 5.432 | 4.374e-03 | 4.311e-03 | 4.042e-03
 100 | 5.060 | 6.346e-03 | 7.793e-03 | 6.368e-03
 150 | 4.450 | 1.167e-02 | 5.501e-02 | 1.376e-02
zero-temperature value exp(-b) = 9.403e-04
largest log error of uniform transmission = 0.013
at 100 K:
thermal energy kT = 8.617 meV
classical rms voltage = 65.8 mV
optimum eps = 0.2740, voltage = 109.6 mV
optimum field = 0.219 MV/cm
exponent reduction b - T1/(T+T0) = 1.909
uniform / closed conductance = 0.817
charging energy Ec = 0.2513 eV, Ec/kT = 29.16
exponent without recharging = 14.260
reduction bound at Ec = pi kT: 0.283
grain resistivity = 5.0e-04 ohm cm
grain column length = 20 nm
series resistance = 5.00 kohm
resistance hbar/(kTC) = 239.6 kohm
resistance h/e^2 = 25.81 kohm
thermal variance / (kT/C) = 0.0218
exponent for gap 4.5 nm = 4.804
exponent for gap 5.5 nm = 5.263
Fermi energy = 0.766 eV, EF/kT = 88.9
rectangular barrier, 60 to 90 K:
optimum eV/V0 = 1.154 to 1.321
log slope of exponent = -0.3333
same slope for the parabola = -0.2177
largest reduction / bound in scan = 0.9994
every check passed
```
